# Löwdin transfer integrals and the failure of half the dimer splitting

## The coupling between two overlapping orbitals

Two water molecules form a hydrogen bond, and the accepting molecule is turned by 90 degrees about the line through the oxygen atoms. In a Hartree-Fock calculation the two highest occupied levels of this pair lie 1.62 eV apart. If half of such a splitting were the electronic coupling between the molecules, the coupling would be 0.81 eV. Yet the matrix element that connects the highest occupied orbital of one molecule with that of the other is zero by symmetry. In another arrangement, with the two molecules stacked face to face, half the splitting is 0.202 eV and the coupling has a magnitude of 0.201 eV. The same rule thus works in one pair and fails completely in the other, although all the molecules have the same internal geometry. To see why, one needs a definition of the coupling that does not start from the splitting.

The coupling matters because a charge in a disordered molecular solid often moves by hops between localized states. The rate of a hop depends on how strongly the two states are connected, and separately on how far apart their energies are. A level splitting contains both pieces of information in one number.

Let $\phi_1$ be an orbital of the first molecule and $\phi_2$ an orbital of the second, each taken from a calculation on the isolated molecule. For the transport of holes, which are missing electrons, the natural choice is the highest occupied orbital of each. Both are real and normalized. Let $h$ be a Hermitian one-electron operator for the pair. Here it is the Fock operator, which contains the kinetic energy, the attraction of all the nuclei, and the average Coulomb and exchange field of all the electrons of the pair. Four numbers describe the problem:

$$
e_1=\langle\phi_1|h|\phi_1\rangle,\quad e_2=\langle\phi_2|h|\phi_2\rangle,\quad J=\langle\phi_1|h|\phi_2\rangle,\quad S=\langle\phi_1|\phi_2\rangle .
$$

The energies $e_1$ and $e_2$ belong to the molecules inside the pair. They include the field of the neighbour and generally differ from the levels of the isolated molecules. Because the orbitals are real and $h$ is Hermitian, $\langle\phi_2|h|\phi_1\rangle$ is also $J$. The orbitals are taken to be linearly independent, so that $|S|<1$. The algebra uses atomic units; numerical energies are in eV and lengths in angstrom.

Within the space spanned by the two orbitals, a state has the form $\psi=c_1\phi_1+c_2\phi_2$. Its energy is stationary when $(h-E)\psi$ has no component along either orbital. Taking the scalar product with $\phi_1$ and then with $\phi_2$ gives

$$
\begin{aligned}
e_1c_1+Jc_2&=E(c_1+Sc_2),\\
Jc_1+e_2c_2&=E(Sc_1+c_2).
\end{aligned}
$$

The overlap on the right makes this differ from an ordinary two-level problem. In matrix form it reads $Hc=EOc$, with

$$
H=\begin{pmatrix}e_1&J\\J&e_2\end{pmatrix},\qquad
O=\begin{pmatrix}1&S\\S&1\end{pmatrix}.
$$

It is tempting to call $J$ the coupling. A change of the energy zero shows that this cannot be right. Replace $h$ by $h+c_0$, where $c_0$ is a constant. Nothing physical changes, and every level moves by $c_0$. The site energies become $e_1+c_0$ and $e_2+c_0$, but

$$
J\longrightarrow\langle\phi_1|h+c_0|\phi_2\rangle=J+c_0S .
$$

With an overlap of 0.018, which occurs in the example below, moving the zero by 10 eV changes $J$ by 0.18 eV. For any nonzero $S$ one could even choose the zero so that $J$ vanishes. A quantity that determines a hopping rate cannot depend on such a choice. The dependence disappears once the two states are orthogonal, because a constant then has no matrix element between them.

Löwdin's symmetric orthogonalization treats the two orbitals on the same footing. It uses the inverse square root of the overlap matrix, $X=O^{-1/2}$. To find it, apply $O$ to the vectors $(1,1)^T$ and $(1,-1)^T$. The results are $1+S$ times the first and $1-S$ times the second, so these vectors are eigenvectors. Both eigenvalues are positive because $|S|<1$, and the inverse square root therefore exists. Normalizing the vectors by $1/\sqrt2$ and adding their projection matrices, each weighted with the inverse root of its eigenvalue, gives

$$
X=\frac{1}{2\sqrt{1+S}}\begin{pmatrix}1&1\\1&1\end{pmatrix}
+\frac{1}{2\sqrt{1-S}}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}
=\begin{pmatrix}a&b\\b&a\end{pmatrix}.
$$

With the abbreviations $p=(1+S)^{-1/2}$ and $q=(1-S)^{-1/2}$, the entries are $a=(p+q)/2$ and $b=(p-q)/2$. The new orbitals are

$$
\chi_1=a\phi_1+b\phi_2,\qquad \chi_2=b\phi_1+a\phi_2 .
$$

Their overlap matrix is $XOX$. Since $X$ is built from the eigenvectors of $O$, the two matrices commute, and $XOX=X^2O=O^{-1}O=1$. The new orbitals are therefore orthonormal.

For small overlap, $p=1-S/2+3S^2/8$ and $q=1+S/2+3S^2/8$ up to third-order terms. Hence $a\approx1+3S^2/8$ and $b\approx-S/2$. Each orbital receives a small admixture of its neighbour, with the sign that cancels the overlap. Half of the correction is made on each side.

Three combinations of $a$ and $b$ are needed. The first follows from squaring and adding, since the cross terms $\pm2pq$ cancel:

$$
a^2+b^2=\frac{p^2+q^2}{2}
=\frac12\left(\frac1{1+S}+\frac1{1-S}\right)=\frac1{1-S^2}.
$$

The second follows from $(p+q)(p-q)=p^2-q^2$:

$$
2ab=\frac{p^2-q^2}{2}
=\frac12\,\frac{(1-S)-(1+S)}{1-S^2}=-\frac{S}{1-S^2}.
$$

In the third, only the cross terms survive:

$$
a^2-b^2=pq=\frac1{\sqrt{1-S^2}}.
$$

The transfer integral is the matrix element of $h$ between the orthogonalized orbitals. Expanding both of them gives four terms:

$$
\begin{aligned}
t=\langle\chi_1|h|\chi_2\rangle
&=ab\,e_1+a^2J+b^2J+ab\,e_2\\
&=(a^2+b^2)J+ab(e_1+e_2).
\end{aligned}
$$

Inserting the first combination and half of the second yields

$$
\boxed{\,t=\frac{J-\tfrac12S(e_1+e_2)}{1-S^2}\,}
$$

No expansion in $S$ has been made in this result. It holds for the two chosen orbitals and the given operator $h$. The subtracted term removes the part of $J$ that is present only because the orbitals overlap. If the zero of energy moves by $c_0$, the numerator gains $c_0S$ from $J$ and loses $\tfrac12S(2c_0)=c_0S$ from the second term. Hence $t$ is unchanged, as required. For $S=0$ it reduces to $J$. Reversing the sign of $\phi_2$ reverses $S$, $J$ and $t$ together, so for one isolated pair the sign of $t$ is a matter of convention. Below, the phases are chosen to make $S$ positive whenever it is nonzero.

The diagonal elements change too. From the same expansion,

$$
\begin{aligned}
\varepsilon_1&=\langle\chi_1|h|\chi_1\rangle=a^2e_1+2abJ+b^2e_2,\\
\varepsilon_2&=\langle\chi_2|h|\chi_2\rangle=b^2e_1+2abJ+a^2e_2 .
\end{aligned}
$$

Their mean and their difference are

$$
\frac{\varepsilon_1+\varepsilon_2}{2}
=\frac{\tfrac12(e_1+e_2)-SJ}{1-S^2},\qquad
\varepsilon_1-\varepsilon_2=\frac{e_1-e_2}{\sqrt{1-S^2}} .
$$

The mean follows from $a^2+b^2$ and $2ab$, the difference from $a^2-b^2$. Orthogonalization thus keeps equal site energies equal and slightly enlarges a difference that is already there.

The restriction to this particular orthogonal basis needs a justification, because there are infinitely many others. Collect the coefficients of any orthonormal pair $\chi_1',\chi_2'$ in the columns of a real matrix $C$. Orthonormality means $C^TOC=1$. Define $R=O^{1/2}C$. Then $R^TR=C^TOC=1$, so $R$ is an orthogonal matrix, and every possible choice has the form $C=XR$. The total squared change of the orbitals is

$$
D=\sum_i\|\chi_i'-\phi_i\|^2
=\sum_i\left(2-2\langle\phi_i|\chi_i'\rangle\right)
=4-2\,\mathrm{tr}(OC)=4-2\,\mathrm{tr}(O^{1/2}R).
$$

The matrix $O^{1/2}$ has equal diagonal entries $m$ and equal off-diagonal entries $n$, with

$$
m=\tfrac12\left(\sqrt{1+S}+\sqrt{1-S}\right),\qquad
n=\tfrac12\left(\sqrt{1+S}-\sqrt{1-S}\right).
$$

Both roots are positive, so $m>|n|$. If $R$ is a rotation by an angle $\theta$, the off-diagonal contributions cancel and the trace is $2m\cos\theta$. If $R$ is a reflection, with rows $(\cos\theta,\sin\theta)$ and $(\sin\theta,-\cos\theta)$, the diagonal contributions cancel and the trace is $2n\sin\theta$, which cannot exceed $2|n|$. The largest trace is therefore $2m$, reached at $\theta=0$, where $R=1$. The Löwdin orbitals are the orthonormal orbitals that differ least from the molecular ones in this sense. This is what allows them to be called localized states of the two molecules.

A different choice gives a different coupling. The Gram-Schmidt procedure keeps $\phi_1$ and changes only the second orbital, to $(\phi_2-S\phi_1)/\sqrt{1-S^2}$. The root is the norm of the numerator, whose square is $1-2S^2+S^2$. The matrix element of $h$ between the two is

$$
t_{\mathrm{GS}}=\frac{J-Se_1}{\sqrt{1-S^2}} .
$$

To first order in $S$, with $J$ and the site energies held fixed, this differs from $t$ by $-S(e_1-e_2)/2$. The levels are the same in both bases, because the space is the same. For inequivalent molecules, a coupling is therefore meaningful only together with a statement of the localized states it connects.

One sign remains to be settled, since the example concerns holes. Let the mean field be fixed, and let both orthogonal orbitals be filled for one spin. In terms of the operators $a_i$ that remove an electron from $\chi_i$, the Hamiltonian is $\hat H=\sum_{kl}h_{kl}a_k^\dagger a_l$. The anticommutation rules give $a_j\hat H-\hat Ha_j=\sum_lh_{jl}a_l$. Let the filled state $|\Phi\rangle$ have energy $E_0$. Since $\langle\Phi|a_i^\dagger a_l|\Phi\rangle=\delta_{il}$,

$$
\langle\Phi|a_i^\dagger\hat Ha_j|\Phi\rangle
=E_0\delta_{ij}-\sum_lh_{jl}\delta_{il}=E_0\delta_{ij}-h_{ji}.
$$

In this frozen-orbital picture, the coupling between the two hole states is $-t$. Its magnitude, which determines the rate of a single hop, is the same as for the orbitals.

## What the level splitting measures

Two molecular orbitals $\phi_1,\phi_2$ with overlap $S$, site energies $e_1,e_2$ and raw matrix element $J$ have been replaced by the orthonormal Löwdin orbitals $\chi_1,\chi_2$. In the new basis, the one-electron operator $h$ has diagonal elements $\varepsilon_1,\varepsilon_2$ and off-diagonal element $t$, where

$$
t=\frac{J-\tfrac12S(e_1+e_2)}{1-S^2},\qquad
\delta\equiv\varepsilon_1-\varepsilon_2=\frac{e_1-e_2}{\sqrt{1-S^2}} .
$$

The levels are now those of an ordinary two-state problem. They satisfy $(\varepsilon_1-E)(\varepsilon_2-E)-t^2=0$, a quadratic equation with the solutions

$$
E_\pm=\frac{\varepsilon_1+\varepsilon_2}{2}\pm\frac12\sqrt{\delta^2+4t^2}.
$$

Half the splitting is therefore

$$
\boxed{\,\frac{E_+-E_-}{2}=\sqrt{t^2+\frac{\delta^2}{4}}\,}
$$

This equals $|t|$ if and only if $\delta=0$, that is, if $e_1=e_2$. In every other case it is larger. The two levels supply two numbers, whereas the matrix contains three: two site energies and a coupling. The levels alone cannot determine the coupling unless something else, such as a symmetry, fixes the difference of the site energies.

These formulas were tested on 200 random sets, with overlaps between $-0.7$ and $0.7$ and the three energies between $-3$ and 3 in a common unit. The comparison values came from a numerical matrix square root and a direct solution of $Hc=EOc$. The largest deviation was $6\times10^{-15}$ of that unit.

Two limits show how the rule breaks down. If $|\delta|$ is small compared with $|t|$, expanding the root gives

$$
\frac{E_+-E_-}{2}\approx|t|+\frac{\delta^2}{8|t|}.
$$

The error is of second order in $\delta$. Half the splitting is too large by about 10 percent when $|\delta|$ is about $0.9|t|$. If $|\delta|$ is large instead,

$$
\frac{E_+-E_-}{2}\approx\frac{|\delta|}{2}+\frac{t^2}{|\delta|}.
$$

The leading term does not contain the coupling at all. What is then measured is mainly the difference between the sites.

If the site-energy difference is known, the relation can be inverted:

$$
|t|=\frac12\sqrt{(E_+-E_-)^2-\delta^2}.
$$

This is correct within the two-state model but fragile for real levels. Differentiation at fixed $\delta$ shows that a small error in half the splitting is multiplied by the ratio of half the splitting to $|t|$. It is safer to calculate $t$ directly from the matrix elements.

The example uses water molecules with O-H distances of 0.96 angstrom and an angle of 104.5 degrees. The geometries are chosen, not optimized. The level of theory is restricted Hartree-Fock in the aug-cc-pVDZ basis, with density fitting, which expands products of basis functions in an auxiliary set. The highest occupied orbital of water changes sign on reflection in the molecular plane. In the isolated molecule it lies at $-13.856$ eV. The larger aug-cc-pVTZ basis lowers this level by 0.025 eV, so absolute levels are less certain than their digits suggest.

In the stacked pair, the molecular planes are parallel and 3.5 angstrom apart. Reflection in the plane midway between them exchanges the molecules, so the site energies must be equal; both are $-13.7254$ eV. With $S=0.02777$ and $J=-0.5817$ eV,

$$
t=\frac{-0.5817+0.02777\times13.7254}{1-0.02777^2}\ \text{eV}=-0.201\ \text{eV}.
$$

The raw element $J$ is almost three times as large as the coupling. The full dimer levels, which include all the other orbitals, are $-13.918$ and $-13.514$ eV. Half their separation is 0.202 eV. For this equivalent pair, half the splitting is a good measure of $|t|$. In the larger aug-cc-pVTZ basis both values are about 0.002 eV smaller, so their third decimal depends on the basis, but they still agree closely with each other.

In the hydrogen-bonded pair, the oxygen atoms are 2.9 angstrom apart. One O-H bond of the donor points at the acceptor's oxygen, and the acceptor's hydrogen atoms point away. First let all the atoms lie in one plane. The site energies are $-12.963$ eV on the donor and $-14.600$ eV on the acceptor. The molecules have identical internal geometries, but their surroundings are different. The overlap is $S=0.01807$, and $J=-0.3765$ eV. The term to be subtracted from $J$ is $S(e_1+e_2)/2=-0.2490$ eV, so

$$
t=\frac{-0.3765+0.2490}{1-0.01807^2}\ \text{eV}=-0.1275\ \text{eV}.
$$

With $\delta=1.6372$ eV, half the two-state splitting is

$$
\sqrt{0.1275^2+(1.6372/2)^2}\ \text{eV}=0.8285\ \text{eV}.
$$

This is 6.5 times $|t|$. Of the 0.8285 eV, the site difference alone accounts for 0.8186 eV, and the coupling adds only 0.0099 eV. The choice of basis is visible as well: Gram-Schmidt orthogonalization starting from the donor gives $-0.142$ eV, about 12 percent larger in magnitude than the Löwdin value.

The site difference comes mostly from electrostatics. The potential of the unperturbed partner, its nuclei and electrons together, raises the donor orbital by 0.644 eV and lowers the acceptor orbital by 0.701 eV. The donor faces the acceptor's electron-rich oxygen, while the acceptor faces a hydrogen atom of the donor. Together the two shifts make up 82 percent of $e_1-e_2$. Nearly all of the rest comes from the change in the electron distribution when the molecules are brought together. Exchange with the unperturbed partner contributes less than 0.01 eV to the difference.

Now turn the acceptor by 90 degrees about the O-O line, keeping the distance fixed. The donor's plane remains a mirror plane of the pair. The donor orbital is odd under this reflection, but the acceptor orbital is now even. An integral over an odd function vanishes, so both $S$ and $J$ are zero, and with them $t$. The site energies barely change, and $\delta$ is 1.639 eV. Half the two-state splitting is therefore 0.820 eV, all of it due to the site difference. This explains the first pair: its levels are far apart because the molecules sit in different potentials.

The full dimer levels of the turned pair give 0.810 eV, slightly less than $\delta/2$. The inversion formula would then require the square root of a negative number. The reason is that other orbitals take part. Define the weight of a dimer orbital as its squared projection onto the space of the two molecular orbitals. The smaller of the two weights is 0.94 here, compared with 0.9999 in the coplanar pair. In aug-cc-pVTZ this weight is 0.92, and half the splitting is 0.812 eV against a $\delta/2$ of 0.823 eV, so the picture stays the same. A shift of 0.01 eV in half the splitting is small compared with the splitting, but it is enough to make the inversion meaningless.

A more robust comparison uses the dimer orbitals as well as their energies. Project the two relevant dimer orbitals onto $\chi_1$ and $\chi_2$, replace the resulting $2\times2$ matrix by the nearest orthogonal matrix $U$, and form $U\,\mathrm{diag}(E_-,E_+)\,U^T$. Its off-diagonal element is an effective coupling that includes the influence of the other orbitals on the levels. It is $-0.127$ eV for the coplanar pair and zero for the turned one, in agreement with the direct results.

To see what the error does to a hop, start with the charge on site 1 and let $t$ be weak. To first order in $t$, with $\hbar=1$, the probability of finding it on site 2 after a time $\tau$ is

$$
P(\tau)=\left|t\int_0^\tau e^{-i\delta s}\,ds\right|^2
=\frac{4t^2\sin^2(\delta\tau/2)}{\delta^2}.
$$

Suppose that slow thermal motion spreads the difference $\delta$ over a smooth distribution $w(\delta)$, while $t$ stays fixed. If $w$ hardly varies over a width $1/\tau$, it can be replaced by its value at $\delta=0$. With $\int\sin^2(\delta\tau/2)\,\delta^{-2}\,d\delta=\pi\tau/2$, the average probability grows linearly in time, at the rate

$$
k=2\pi t^2w(0).
$$

The typical site difference is contained in $w(0)$, the probability density for the two energies to coincide. Using half the splitting in place of $|t|$ counts this difference a second time and multiplies the rate by $1+\delta^2/(4t^2)$. For the coplanar numbers this factor is 42. For the turned pair, a forbidden hop would appear to be allowed.

The numerical quality of the coplanar coupling can be judged from two changes. Going from aug-cc-pVDZ to aug-cc-pVTZ changes $t$ by 0.001 eV and the site difference by 0.007 eV. Using exact integrals instead of density fitting changes $t$ by less than 0.00001 eV. The physical approximations matter more. Increasing the O-O distance by 0.1 angstrom, with the molecules otherwise unchanged, reduces $|t|$ to 0.104 eV and $t^2$ by a third. Removing an electron from one isolated molecule costs 13.86 eV with frozen orbitals but 11.01 eV when the orbitals relax. In aug-cc-pVTZ the relaxed value is 0.04 eV lower. The relaxation of 2.84 eV, which grows by 0.06 eV in that basis, is far larger than $t$. In the coplanar pair, however, measured from the two dimer levels, it is 2.95 eV for a hole on the donor and 2.99 eV for a hole on the acceptor, so it largely cancels in the difference between the two sites. Electron correlation is also missing; the measured ionization energy of water is roughly 13 eV, between the frozen-orbital and the relaxed value.

The example does not predict how a hole moves through real water. There, an ionized molecule readily passes a proton to a neighbour, which breaks the assumption of fixed nuclei; the effect of that motion on $t$ was not computed. In amorphous molecular semiconductors, couplings are very roughly 0.01 eV and site differences very roughly 0.1 eV. The difference in the water pair is thus unusually large, but what matters is its ratio to the coupling. With these rough values, $1+\delta^2/(4t^2)$ is $1+25=26$, so the error in the rate would be of similar size wherever such a difference is present in the system whose levels are computed; an isolated pair lacks the part that comes from the surrounding molecules. Half the splitting is a safe estimate of the coupling when a symmetry of the pair exchanges the two molecules and their chosen orbitals, and when the two levels are built almost entirely from those orbitals. The numerical output below gives the values for all three arrangements.

## Computed results

```
random-matrix tests, largest error: 5.8e-15
O-H 0.96 angstrom, H-O-H 104.5 degrees
O-O: bonded 2.9, cofacial 3.5 angstrom
isolated molecule HOMO: -13.856 eV
[cofacial] e1, e2: -13.7254, -13.7254 eV
  S: 0.02777   J: -0.5817 eV
  Loewdin t: -0.2007 eV
  eps1 - eps2: 0.0000 eV
  half splitting, two-state: 0.2007 eV
  full dimer levels: -13.9179, -13.5144 eV
  places below HOMO: [1, 0]
  half splitting, full dimer: 0.2018 eV
  smallest weight in fragment pair: 0.9996
  effective t from full levels: -0.2018 eV
[coplanar] e1, e2: -12.9632, -14.6002 eV
  S: 0.01807   J: -0.3765 eV
  Loewdin t: -0.1275 eV
  eps1 - eps2: 1.6372 eV
  half splitting, two-state: 0.8285 eV
  full dimer levels: -14.6101, -12.9526 eV
  places below HOMO: [1, 0]
  half splitting, full dimer: 0.8287 eV
  smallest weight in fragment pair: 0.9999
  effective t from full levels: -0.1272 eV
[turned] e1, e2: -12.9662, -14.6056 eV
  S: 0.00000   J: -0.0000 eV
  Loewdin t: -0.0000 eV
  eps1 - eps2: 1.6394 eV
  half splitting, two-state: 0.8197 eV
  full dimer levels: -14.5854, -12.9658 eV
  places below HOMO: [1, 0]
  half splitting, full dimer: 0.8098 eV
  smallest weight in fragment pair: 0.9410
  effective t from full levels: 0.0000 eV
coplanar pair, further numbers:
  S(e1+e2)/2: -0.2490 eV
  Gram-Schmidt coupling from donor: -0.1423 eV
  half splitting / |t|: 6.50
  t^2 overestimate: 42.2 times
  electrostatic shifts: donor 0.644, acceptor -0.701 eV
  electrostatic gap / (e1-e2): 0.821
  t at O-O 3.0 angstrom: -0.1041 eV
  basis functions: 82 and 184
  t in aug-cc-pVTZ: -0.1266 eV, shift 0.96 meV
  e1-e2 shift, larger basis: 7.39 meV
  t shift, exact integrals: -0.0030 meV
ionization, frozen orbitals: 13.856 eV
ionization, relaxed orbitals: 11.014 eV
orbital relaxation: 2.843 eV
```
